# Conductivity of a very thin metal film with fully diffuse surfaces

### Definitions and conventions

A metal film fills \(0<z<d\) and carries current along \(x\) in a weak, uniform in-plane field \(E\). The Fermi surface is a sphere with Fermi speed \(v_F\), and all bulk scattering is described by one relaxation time \(\tau\). The bulk conductivity is \(\sigma_0=1/\rho_0\), and \(\sigma\) is the film conductivity averaged over depth. The electron charge is \(-e\). Define

\[
\lambda=v_F\tau,\qquad k=\frac d\lambda,\qquad \mu=|\cos\theta|, \tag{1}
\]

where \(\theta\) is the angle between an electron's velocity and the film normal. The symbol \(k\) is a thickness ratio; wave vectors carry a subscript.

A fully diffuse surface sends electrons back with no memory of their direction of arrival. The result to be derived is

\[
\frac{\sigma}{\sigma_0}=\frac{3k}{4}\left[\ln\frac1k+1-\gamma\right]+R(k),\qquad 0<R(k)<\frac{k^2}{2}, \tag{2}
\]

with \(\gamma\) Euler's constant. The bound holds for every \(k>0\), but the first term is a useful approximation when \(k\ll1\).

### From the transport equation to an angular integral

Write the electron distribution as \(f_0(\varepsilon)+f_1\). The force is \(-eE\), and \(\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon\). To first order in the field, the steady Boltzmann equation is

\[
v_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\tau}=eEv_x\frac{\partial f_0}{\partial\varepsilon}. \tag{3}
\]

In the bulk the gradient vanishes and \(f_1=eE\tau v_x\,\partial f_0/\partial\varepsilon\). In the film, let \(f_1\) be this bulk value times a factor \(g\). With \(\zeta=z/\lambda\) and \(v_z\tau/\lambda=\cos\theta\), equation (3) becomes

\[
\cos\theta\,\frac{dg}{d\zeta}+g=1. \tag{4}
\]

The electrons leaving a diffuse wall are distributed isotropically, in a number fixed by the number arriving. Since \(f_1\) is proportional to \(v_x\), its arriving flux cancels on averaging over the azimuth. The departing electrons therefore have \(f_1=0\), or \(g=0\). For electrons moving away from \(z=0\) this gives

\[
g=1-e^{-\zeta/\mu}. \tag{5}
\]

For the opposite direction \(\zeta\) is replaced by \(k-\zeta\). Since \(\zeta/\mu\) is the straight path back to the wall in units of \(\lambda\), an electron has its full bulk drift only if that path is much longer than \(\lambda\).

The current contains one factor \(v_x\) from the velocity and one from \(f_1\), so each direction has weight \(v_x^2\). The azimuthal average of \(v_x^2\) is \(v_F^2(1-\mu^2)/2\). Both signs of \(\cos\theta\) have the same depth average, and \(\int_0^1(1-\mu^2)d\mu=2/3\). Normalizing to the bulk, where \(g=1\), gives

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)G(\mu)\,d\mu, \tag{6}
\]

\[
G(\mu)=\frac1k\int_0^k(1-e^{-\zeta/\mu})\,d\zeta
=1-\frac\mu k\left(1-e^{-k/\mu}\right). \tag{7}
\]

Expanding (7) in powers of \(k\) before integrating over \(\mu\) would fail. The first term is \(k/(2\mu)\), whose integral diverges at \(\mu=0\). The expansion is not valid for grazing electrons with \(\mu\lesssim k\).

### An equivalent integral over separations

To keep these electrons, use \(1-e^{-\zeta/\mu}=\int_0^\zeta e^{-s/\mu}ds/\mu\) in (7) and exchange the order of integration. For fixed \(s\), the depth \(\zeta\) runs from \(s\) to \(k\), which gives a factor \(k-s\):

\[
G(\mu)=\frac1k\int_0^k(k-s)\frac{e^{-s/\mu}}\mu\,ds. \tag{8}
\]

The angular integrals are exponential integrals. With \(t=1/\mu\),

\[
E_n(s)=\int_1^\infty\frac{e^{-st}}{t^n}\,dt
=\int_0^1\mu^{n-2}e^{-s/\mu}\,d\mu. \tag{9}
\]

Inserting (8) into (6), the term 1 in \(1-\mu^2\) gives \(E_1\), and \(\mu^2\) gives \(E_3\). Hence

\[
\frac{\sigma}{\sigma_0}=\frac{3}{2k}\int_0^k(k-s)\,[E_1(s)-E_3(s)]\,ds. \tag{10}
\]

Here \(s\) is the separation of two depths in units of \(\lambda\). The field at one depth drives current at the other, and \(k-s\) counts the pairs with that separation that fit into the film.

Equation (10) also gives a closed form. From (9), \(E_n'=-E_{n-1}\), so the bracket is \(H''\) with \(H=E_3-E_5\). Integrating by parts,

\[
\int_0^k(k-s)H''(s)\,ds=-kH'(0)+H(k)-H(0). \tag{11}
\]

Since \(E_n(0)=1/(n-1)\) for \(n>1\), one has \(H(0)=1/2-1/4=1/4\) and \(H'(0)=-E_2(0)+E_4(0)=-2/3\). Thus

\[
\frac{\sigma}{\sigma_0}=1-\frac{3}{8k}+\frac{3}{2k}[E_3(k)-E_5(k)]. \tag{12}
\]

For \(k\gg1\) the exponential integrals are exponentially small, leaving the thick-film result \(1-3/(8k)\). The thin limit needs the behaviour of (10) near \(s=0\).

### The origin of Euler's constant

Setting \(u=st\) in (9) and integrating by parts gives

\[
E_1(s)=\int_s^\infty\frac{e^{-u}}u\,du
=-e^{-s}\ln s+\int_s^\infty e^{-u}\ln u\,du. \tag{13}
\]

As \(s\to0\), the product \((1-e^{-s})\ln s\) vanishes. Therefore \(E_1(s)+\ln s\) tends to \(-\gamma\), where

\[
\gamma=-\int_0^\infty e^{-u}\ln u\,du. \tag{14}
\]

This agrees with the definition of Euler's constant as a limit of sums. Split (14) at \(u=1\) and integrate by parts, using \(1-e^{-u}\) as the antiderivative of \(e^{-u}\) below 1 and \(-e^{-u}\) above it:

\[
\gamma=\int_0^1\frac{1-e^{-u}}u\,du-\int_1^\infty\frac{e^{-u}}u\,du. \tag{15}
\]

Replace \(e^{-u}\) by \((1-u/n)^n\) for \(u\le n\) and by zero beyond. This function tends to \(e^{-u}\) and never exceeds it. The first integrand also stays below 1, because \((1-u/n)^n\ge1-u\) for \(0\le u\le1\). The limit may therefore be taken outside the integrals. Adding and subtracting \(\int_1^n du/u=\ln n\) joins the two pieces:

\[
\gamma=\lim_{n\to\infty}\left[\int_0^n\frac{1-(1-u/n)^n}{u}\,du-\ln n\right]. \tag{16}
\]

With \(y=1-u/n\), the integral becomes

\[
\int_0^1\frac{1-y^n}{1-y}\,dy=\sum_{j=0}^{n-1}\int_0^1y^j\,dy=\sum_{m=1}^n\frac1m. \tag{17}
\]

So \(\gamma\) is the limit of the harmonic sum minus \(\ln n\), and its value is 0.5772.

### The thin-film formula and its error

Since \(E_3(0)=1/2\), write

\[
E_1(s)-E_3(s)=-\ln s-\gamma-\frac12+r(s),\qquad r(0)=0. \tag{18}
\]

Differentiating, with \(E_1'=-e^{-s}/s\) and \(E_3'=-E_2\), gives

\[
r'(s)=\frac{1-e^{-s}}s+E_2(s). \tag{19}
\]

For \(s>0\) each term lies between 0 and 1, so \(0<r(s)<2s\). Both terms tend to 1 as \(s\to0\), so \(r(s)/s\to2\).

The remaining integral is elementary:

\[
\int_0^k(k-s)\ln s\,ds
=k(k\ln k-k)-\left(\frac{k^2}{2}\ln k-\frac{k^2}{4}\right)
=\frac{k^2}{2}\ln k-\frac{3k^2}{4}. \tag{20}
\]

Together with \(\int_0^k(k-s)ds=k^2/2\), equations (10) and (18) give

\[
\frac{\sigma}{\sigma_0}
=\frac{3}{2k}\left[-\frac{k^2}{2}\ln k+\frac{3k^2}{4}-\frac{k^2}{2}\left(\gamma+\frac12\right)\right]+R
=\frac{3k}{4}\left[\ln\frac1k+\frac32-\frac12-\gamma\right]+R. \tag{21}
\]

This is (2). The \(3/2\) comes from averaging the logarithm over pairs of depths, the \(-1/2\) from the \(\mu^2\) in the velocity weight, and \(-\gamma\) from \(E_1\). The remainder obeys

\[
0<R=\frac{3}{2k}\int_0^k(k-s)r(s)\,ds
<\frac3k\int_0^k(k-s)s\,ds=\frac{k^2}{2}, \tag{22}
\]

because the last integral is \(k^3/6\). Since \(r\) approaches \(2s\), \(R/k^2\to1/2\).

The constant \(1-\gamma=0.423\) must be kept unless \(\ln(1/k)\) is very large. At \(k=0.01\) the full ratio (12) is 0.0378, the thin formula gives 0.0377, and the logarithm alone gives 0.0345.

The formula also shows where it must fail. Its derivative is proportional to \(\ln(1/k)-\gamma\), so it has a maximum at \(k=e^{-\gamma}\) and falls for thicker films. The true ratio (6) rises with \(k\), because (5) gives longer paths in a thicker film. At \(k=0.3\) the thin formula is already 9.7% below the full ratio.

### Which electrons produce the logarithm

Split (6) at \(\mu=k\). For \(\mu<k\), put \(\mu=kq\). The contribution is

\[
\frac{3k}{2}\int_0^1(1-k^2q^2)\left[1-q(1-e^{-1/q})\right]dq, \tag{23}
\]

which is a constant times \(k\) when \(k\to0\). Numerically it is \(0.9145k\). For \(\mu\gg k\), an electron usually crosses the film before it scatters in the bulk, and \(G\approx k/(2\mu)\). The corresponding contribution contains

\[
\frac{3k}{4}\int_k^1\frac{d\mu}\mu=\frac{3k}{4}\ln\frac1k. \tag{24}
\]

Each decade of \(\mu\) thus adds \((3k/4)\ln10\), apart from corrections near the two ends. When \(k\) falls from \(10^{-3}\) to \(10^{-4}\), the part from \(\mu>k\), divided by \(k\), rises from 4.584 to 6.310. The difference, 1.726, is close to \((3/4)\ln10=1.727\). The small deficit comes from the remainder, since \(R/k\approx k/2\) falls by 0.00045 between the two thicknesses. Grazing electrons with \(\mu<k\) cut off the logarithm; the range between \(k\) and 1 builds it up.

### What remains of the bulk mean free path

To leading order, (2) gives the film resistivity

\[
\rho=\frac{4\rho_0\lambda}{3d\,[\ln(\lambda/d)+1-\gamma]}. \tag{25}
\]

For a free-electron sphere of radius \(k_F\), the density is \(k_F^3/3\pi^2\), \(\sigma_0=ne^2\tau/m\) and \(mv_F=\hbar k_F\). Hence

\[
\rho_0\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}, \tag{26}
\]

which does not contain \(\tau\). Within this model, purifying or cooling a very thin film changes its resistivity through the logarithm alone.

### A cold rhodium film

Consider a single-crystal rhodium film with \(d=6\) nm. Rough warm values are \(\rho_0=5\) μΩ cm and \(\lambda=6\) nm. Near 77 K, take a tenfold lower bulk resistivity, 0.5 μΩ cm. Holding \(\rho_0\lambda\) fixed, as (26) requires, makes the cold path 60 nm. A Bloch–Grüneisen estimate with a rough Debye temperature of 480 K, scaled to the warm resistivity at 300 K, gives a phonon part of 0.29 μΩ cm. This estimate is sensitive to the Debye temperature: 400 K gives 0.42 μΩ cm and 350 K gives 0.53 μΩ cm. Tabulated resistivities of pure rhodium, roughly 0.46 μΩ cm near 78 K and 4.3 μΩ cm at 273 K, correspond to about 380 K. The assumed cold value is therefore close to the phonon limit and leaves little room for impurities and defects, so it describes a very pure film. Because the inputs are rough, the third digit in the resistivities below serves only to compare formulas and is not a prediction for a real film.

With \(k=6/60=0.1\),

\[
\frac{\sigma}{\sigma_0}\approx0.075\,(2.303+0.423)=0.204,\qquad
\rho\approx\frac{0.5}{0.2044}=2.45\ \text{μΩ cm}. \tag{27}
\]

Dividing by the thickness gives a sheet resistance of about 4 Ω. The full expression (12) gives a ratio of 0.209 and 2.39 μΩ cm, so the thin formula underestimates the conductivity by 2.3% of the full value. The difference in the ratio, 0.0047, respects the bound \(k^2/2=0.005\). Without \(1-\gamma\), the resistivity would be 2.90 μΩ cm, about 21% above the full result. Directions with \(\mu<0.1\) carry 15% of the current in the bulk but 44% in this film.

At the same thickness, the warm film has \(k=1\), where the thin formula is 54% too low in conductivity. Equation (12) gives 7.31 μΩ cm. Cooling therefore lowers the film resistivity by a factor of 3.1, against 10 in the bulk, with diffuse surfaces and fixed \(\rho_0\lambda\) in both cases.

### Effects outside the model

**Partly specular surfaces.** Let a fraction \(p\) of electrons reflect like light from a mirror. By symmetry, the boundary condition is \(g(0)=p\,g(k)\) for electrons leaving \(z=0\). With \(g=1-Ce^{-\zeta/\mu}\),

\[
C=\frac{1-p}{1-pe^{-k/\mu}},\qquad
G=1-\frac{\mu}{k}C(1-e^{-k/\mu}). \tag{28}
\]

For fixed \(p<1\) and \(a=k/\mu\to0\), \(C\approx1-pa/(1-p)\), so

\[
G\approx\frac a2+\frac{pa}{1-p}=\frac{k}{2\mu}\,\frac{1+p}{1-p}. \tag{29}
\]

The coefficient of the logarithm is multiplied by \((1+p)/(1-p)\), which is 1.5 for \(p=0.2\). At \(k=0.1\), integrating (28) gives 1.92 μΩ cm. This is a conductivity gain of 1.25 over the diffuse film, smaller than the factor for the logarithm alone.

**Anisotropic mass.** If the out-of-plane mass is \(M\) times the in-plane mass, rescaling \(k_z\) restores a sphere but divides \(v_z\) by \(\sqrt M\). At fixed \(\sigma_0\) and in-plane mean free path, \(k\) becomes \(k\sqrt M\). For \(M=2\), the full expression gives 1.91 μΩ cm.

**Discrete subbands.** Hard walls allow \(\mu_n=n\pi/(k_Fd)\), \(n=1,2,\ldots\). Replacing (6) by a normalized sum over these values, while keeping the classical loss (7), gives 2.57 μΩ cm for one Fermi sphere with 38 subbands. For four equal spheres with the same total \(\rho_0\lambda\), \(k_F\) is halved, there are 19 subbands, and the result is 2.77 μΩ cm. These values are 8% and 16% above the full classical result. The sum has no term at \(\mu=0\), where \(G\) is largest, which lowers the average. The smallest allowed value, \(\pi/(k_Fd)\), also sets a lower limit on \(k\) for the classical formula. The two are equal at \(\lambda=k_Fd^2/\pi\), about 230 nm here for one sphere. The change is gradual: around this path the logarithm already grows more slowly, and it stops growing only when \(\lambda\) is much longer. In this sum the resistivity of the 6 nm film is 1.99 μΩ cm at 230 nm, already 22% above the 1.63 μΩ cm given by (12), and levels off near 1.8 μΩ cm for paths of 1000 nm and more, while (25) would keep falling.

**Grain boundaries and real lines.** Rhodium is a candidate for narrow interconnects, but a cold single-crystal film differs greatly from a polycrystalline line near or above room temperature. The Mayadas–Shatzkes model treats boundaries across the current as partly reflecting planes. For 6 nm grains and an assumed reflection probability of 0.3, it gives 3.39 μΩ cm without surface scattering. Treating this as an isotropic path shortened to 8.9 nm and adding diffuse surfaces through (12) gives 5.70 μΩ cm, 2.4 times the single-crystal value. Keeping the direction dependence of the grain scattering would lower this by about 3%. This is the largest correction estimated here, and it also removes the condition \(k\ll1\). A real line has scattering sidewalls as well, and small-angle phonon scattering at low temperature is poorly represented by a single \(\tau\); neither effect is included in these figures. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Euler gamma = 0.577216, 1 - gamma = 0.422784
remainder/k^2 at k = 0.0001: 0.49993
part/k from mu<k, at k=1e-3, 1e-4: 0.9145, 0.9145
part/k from mu>k, at k=1e-3, 1e-4: 4.5839, 6.3104
k | full ratio | thin formula | log only | formula error (%)
0.001 | 0.005498 | 0.005498 | 0.005181 | -0.01
0.01 | 0.037759 | 0.037710 | 0.034539 | -0.13
0.1 | 0.209133 | 0.204403 | 0.172694 | -2.26
0.3 | 0.405537 | 0.366020 | 0.270894 | -9.74
1 | 0.683857 | 0.317088 | 0.000000 | -53.63
Rh film thickness = 6.0 nm (chosen)
warm bulk: 5.0 microohm cm, path 6 nm (rough)
cold bulk: 0.5 microohm cm, path 60 nm (rough)
k cold = 0.10, k warm = 1.00
cold film, thin formula: 2.446 microohm cm
cold film, full ratio: 2.391 microohm cm
cold film, logarithm only: 2.895 microohm cm
cold sheet resistance, thin formula: 4.077 ohm
warm film, full ratio: 7.311 microohm cm
cooling gain: bulk 10.0, film 3.06
share of current from mu<k: bulk 14.9 %, film 43.6 %
temperatures 77 and 300 K, Debye 480 K (rough)
Bloch-Gruneisen cold phonon part: 0.294 microohm cm
specular fraction 0.2: film 1.916 microohm cm
grains 6 nm, reflection 0.3: alpha = 4.286
grains without surfaces: 3.387 microohm cm
effective path with grains: 8.86 nm
grains with surfaces: 5.703 microohm cm
out-of-plane mass x2: film 1.911 microohm cm
bulk resistivity times path = 3.00e-16 ohm m^2
1 sphere(s): kF 20.14 1/nm, 38 subbands, lowest mu 0.0260, film 2.574 microohm cm
4 sphere(s): kF 10.07 1/nm, 19 subbands, lowest mu 0.0520, film 2.767 microohm cm
```
